# Lorentz Local Field at a Simple-Cubic Site

## What symmetry and dimensions fix

Identical point dipoles $\mathbf p$, all parallel, occupy every site of a simple-cubic lattice of constant $a$. Choose one site as the origin and draw a sphere around it. What field do the other dipoles in the sphere produce at the origin?

The field is linear in $\mathbf p$, and a dipole field scales as $p/(4\pi\varepsilon_0 r^3)$. With $a$ as the unit of length,

$$F_i=\frac{1}{4\pi\varepsilon_0a^3}\sum_j T_{ij}p_j ,$$

where $T_{ij}$ is dimensionless. The set of sites in the sphere is unchanged by the reflection $x\to-x$, which reverses the sign of $T_{xy}$ and $T_{xz}$. These elements must therefore vanish, and the reflection $y\to-y$ removes $T_{yz}$. Interchanging axes also leaves the set unchanged, so $T_{xx}=T_{yy}=T_{zz}=t$. Symmetry thus reduces nine numbers to one.

The potential of a dipole at displacement $\mathbf r$ from it is $\mathbf p\cdot\mathbf r/(4\pi\varepsilon_0r^3)$. Since $\partial_i r^{-3}=-3r_i r^{-5}$, minus its gradient is

$$\mathbf F=\frac{3\mathbf r(\mathbf r\cdot\mathbf p)-r^2\mathbf p}{4\pi\varepsilon_0r^5}. \tag{1}$$

Replacing $\mathbf r$ by $-\mathbf r$ changes nothing, so $\mathbf r$ may equally be the position of the dipole seen from the origin. The tensor multiplying $\mathbf p$ is proportional to $3r_ir_j-r^2\delta_{ij}$, whose trace is $3r^2-3r^2=0$. Hence $3t=0$, and the inner field vanishes.

The dipoles outside the sphere remain. With polarization $\mathbf P=\mathbf p/a^3$, dimensions allow them to add a number times $\mathbf P/\varepsilon_0$ to the macroscopic field. That number still has to be found.

## Six neighbours, then every shell

Let $\mathbf p$ point along $z$, and measure fields in the unit

$$u=\frac{p}{4\pi\varepsilon_0a^3}.$$

A nearest neighbour on the $z$ axis has $z^2=r^2=a^2$, and (1) gives $(3-1)u=+2u$. A neighbour on the $x$ or $y$ axis has $z=0$ and gives $-u$. The sum is

$$2(+2u)+4(-u)=0 .$$

The two axial neighbours reinforce the dipole at the origin, and the four beside it oppose it by the same amount.

The next shell has twelve sites at $r^2=2a^2$. Four have $z=0$ and numerator $3z^2-r^2=-2a^2$. Eight have $z^2=a^2$ and numerator $+a^2$. Again $4(-2)+8(+1)=0$.

For a general shell of $n$ sites at distance $r$ and any direction of $\mathbf p$, reflections give $\sum xy=\sum yz=\sum zx=0$. Interchange of axes gives

$$\sum x^2=\sum y^2=\sum z^2=\tfrac13\sum r^2=\tfrac13nr^2 .$$

Therefore $\sum\mathbf r(\mathbf r\cdot\mathbf p)=\tfrac13nr^2\mathbf p$, and the shell's field is

$$\frac{3\left(\tfrac13nr^2\right)\mathbf p-nr^2\mathbf p}{4\pi\varepsilon_0r^5}=0 .$$

A sphere centred on a site contains complete shells, so the result holds for every radius. A direct sum with an oblique dipole confirms it for all 121 shells out to $12a$; the largest remaining component is $4.4\times10^{-16}\,u$, at the level of rounding.

### Where the cancellation stops

Stretch the lattice along $z$ so that $c/a=1.10$. The axial neighbours now give $4u/1.10^3\approx3.01u$, while the side neighbours still give $-4u$. The six together leave about $-0.99u$. The sum over a sphere of radius $60a$ is $-1.08u$. The trace of the field tensor is still zero, but its diagonal elements are no longer equal.

A cubic lattice also has points without cubic symmetry. Midway along an edge, with dipoles parallel to that edge, the two nearest dipoles lie at distance $a/2$. They give $2\times2u/(1/2)^3=32u$; the full sphere sum is $30.08u$. At the body centre, by contrast, the surroundings are cubic and the sum vanishes. The symmetry of the point decides the matter, not the name of the lattice alone.

## Dipoles outside the sphere

Let the sample be large and $\mathbf P$ uniform, with no free charge inside. The macroscopic field $\mathbf E$ is the field of external sources plus that of the smoothed polarization of the whole sample. Uniform polarization has no volume charge, because $-\nabla\cdot\mathbf P=0$. The polarization part of $\mathbf E$ thus comes from charge on the outer surface.

### Replacing dipoles by polarized cells

Replace every dipole outside the sphere by a cube of side $a$ with uniform polarization $\mathbf P$. Such a cube is the limit of two cubes of charge density $\pm\rho$, displaced by $\mathbf d$ with $\rho\mathbf d=\mathbf P$. If $\phi_\rho$ is the potential of the positive cube, the polarized cube has the potential

$$\phi_\rho(\mathbf r-\mathbf d)-\phi_\rho(\mathbf r)\to-\frac1\rho\mathbf P\cdot\nabla\phi_\rho .$$

The leading part of $\phi_\rho$ is $\rho a^3/(4\pi\varepsilon_0r)$, and it yields the point-dipole potential with $\mathbf p=a^3\mathbf P$. Odd multipoles of the charged cube vanish by inversion. Its quadrupole tensor is isotropic by cubic symmetry and traceless by definition, hence zero. The first correction is the $l=4$ multipole, with potential proportional to $r^{-5}$. One derivative for the polarization and one for the field turn this into a field error proportional to $r^{-7}$. Relative to the dipole field, the replacement error of one distant cell is of order $(a/r)^4$.

Many of these errors cancel. Let $h$ be $\phi_\rho$ minus its monopole part. The error field of one cell is $\rho^{-1}\nabla(\mathbf P\cdot\nabla h)$, so its tensor is proportional to $\partial_i\partial_jh$. The trace is $\nabla^2h=0$, because the origin lies outside the cell. Summed over a complete cubic shell, the tensor is isotropic and traceless, and therefore zero.

What survives comes from shells cut by the outer surface. Their radii are at least $L$, roughly the distance from the origin to the nearest part of that surface. Its size is at most of order

$$\frac{pa^4}{4\pi\varepsilon_0}\int_L^\infty\frac{4\pi r^2\,dr}{a^3r^7}
=\frac{pa}{4\pi\varepsilon_0}\,\frac{\pi}{L^4}
=\pi u\left(\frac aL\right)^4 .$$

Deep inside a large sample the replacement is accurate. The estimate compares the dipoles with the union of their cells, whose outer surface follows cell faces. If $\mathbf E$ is instead computed for a smooth curved surface drawn through those steps, the difference is much larger than $\pi u(a/L)^4$, although it still shrinks as the sample grows. For a spheroid with semi-axes $20.3a$, $20.3a$ and $40.6a$ it is about $6\times10^{-3}u$ at the centre, against $2\times10^{-5}u$ from the estimate.

### The field of the cavity wall

Removing the cells centred inside the sphere leaves a jagged cavity. Let $\mathbf m$ be the unit normal on its wall, pointing away from the cavity into the dielectric. The outward normal of the dielectric is $-\mathbf m$, so the bound surface charge is $\sigma=-\mathbf P\cdot\mathbf m$. A wall element at $\mathbf r$ produces at the origin the field $-\sigma\mathbf r\,dS/(4\pi\varepsilon_0r^3)$. The two minus signs combine to give

$$E^{\rm wall}_i=\frac1{\varepsilon_0}\sum_jN_{ij}P_j,\qquad
N_{ij}=\frac1{4\pi}\oint\frac{r_im_j}{r^3}\,dS .$$

The trace contains $\mathbf r\cdot\mathbf m\,dS/r^3$, the element of solid angle. Its integral is $4\pi$, so the trace of $N$ is 1. The cavity has cubic symmetry, hence $N_{ij}=\tfrac13\delta_{ij}$ and

$$\mathbf E^{\rm wall}=\frac{\mathbf P}{3\varepsilon_0}. \tag{2}$$

The jagged wall does not change the answer. For a smooth spherical wall, with $\theta$ measured from $\mathbf P$, the same charge gives

$$E^{\rm wall}=\frac{P}{2\varepsilon_0}\int_0^\pi\cos^2\theta\sin\theta\,d\theta
=\frac P{2\varepsilon_0}\cdot\frac23=\frac P{3\varepsilon_0}.$$

One factor $\cos\theta$ comes from the charge and the other from projecting the field on $\mathbf P$.

### Adding the parts

External sources and outer surface charge make up $\mathbf E$. The wall adds (2), and the dipoles inside the sphere add zero:

$$\boxed{\mathbf E_{\rm loc}=\mathbf E+\frac{\mathbf P}{3\varepsilon_0}} \tag{3}$$

This is the field acting on the dipole at the site, without its own field. The Lorentz term has the direction of $\mathbf P$. The sphere is a device for sorting contributions; no hole exists in the material.

For the stretched lattice, a large sphere still has the wall field $P/(3\varepsilon_0)$, but the inner field must be added to it. An independent sum over layers gives an inner field of $-1.08u$, in agreement with the direct sphere sum.

## Two sample shapes

Equation (3) can be tested by summing all dipoles of a sample, with no sphere drawn. In these sums $\mathbf P$ is prescribed and external sources are absent. From $P=p/a^3$ follow $P/\varepsilon_0=4\pi u$ and $P/(3\varepsilon_0)=4.188790u$.

**Elongated box.** Take a square cross-section of half-width $w$, half-height $h$, and $\mathbf P$ along the height. The end faces carry $\pm P$, and both produce a field opposite to $\mathbf P$ at the centre. Each face subtends the solid angle

$$\Omega=\int_{-w}^{w}\!\int_{-w}^{w}\frac{h\,dx\,dy}{(x^2+y^2+h^2)^{3/2}} .$$

The $y$ integral leaves

$$\Omega=\int_{-w}^{w}\frac{2wh\,dx}{(x^2+h^2)\sqrt{x^2+w^2+h^2}}
=4\arctan\frac{w^2}{h\sqrt{h^2+2w^2}} .$$

The last step uses the antiderivative $2\arctan[wx/(h\sqrt{x^2+w^2+h^2})]$. Since $w^4+h^2(h^2+2w^2)=(w^2+h^2)^2$, the angle can also be written

$$\Omega=4\arcsin\frac{w^2}{w^2+h^2}.$$

The macroscopic field is $E=-2\Omega P/(4\pi\varepsilon_0)=-2\Omega u$. For $11\times11\times33$ cells, $h=3w$, so $E=-8\arcsin(0.1)\,u=-0.801339u$. Equation (3) predicts

$$(-0.801339+4.188790)u=3.387451u ,$$

and the direct sum is $3.387450u$. The difference before rounding is $-4.21\times10^{-7}u$. Tripling every dimension reduces it to $-5.20\times10^{-9}u$, a power of $4.000$ in inverse size, the same power as in the upper estimate from the cell argument.

**Infinite slab.** Let $\mathbf P$ be normal to the slab. Its two charged faces give $E=-P/\varepsilon_0$, so (3) predicts

$$E_{\rm loc}=-\frac P{\varepsilon_0}+\frac P{3\varepsilon_0}=-\frac{2P}{3\varepsilon_0}=-8.37758u .$$

By direct summation, the site's own layer contributes $-9.03362u$ and each adjacent layer $+0.32746u$. Added before rounding, these three layers total $-8.37869u$. More distant layers supply the remaining $0.00111u$, and the complete sum is $-8.37758u$. The total local field opposes $\mathbf P$ here because $\mathbf E$ does so more strongly than the Lorentz term supports it.

## Dipoles induced by the field

Now let each dipole respond linearly and isotropically, $\mathbf p=\alpha\mathbf E_{\rm loc}$, and define

$$x=\frac{\alpha}{3\varepsilon_0a^3}.$$

Then $P/(3\varepsilon_0)=\alpha E_{\rm loc}/(3\varepsilon_0a^3)=xE_{\rm loc}$. Equation (3) becomes $E_{\rm loc}=E+xE_{\rm loc}$, so

$$E_{\rm loc}=\frac{E}{1-x},\qquad P=3\varepsilon_0x\,\frac{E}{1-x}.$$

The relative permittivity follows from $P=(\varepsilon_r-1)\varepsilon_0E$:

$$\varepsilon_r=1+\frac{3x}{1-x}=\frac{1+2x}{1-x}. \tag{4}$$

Solving for $x$ gives the Clausius–Mossotti relation, $(\varepsilon_r-1)/(\varepsilon_r+2)=x$.

In the dilute limit $x\ll1$, equation (4) reduces to $\varepsilon_r\approx1+3x=1+\alpha/(\varepsilon_0a^3)$. Each dipole then responds nearly to $E$ alone. Equation (4) diverges as $x\to1$: at $x=1$ the Lorentz term alone would equal $E_{\rm loc}$ and sustain a uniform polarization with $\mathbf E=0$.

The simple-cubic lattice of point dipoles becomes unstable before that. Let the dipoles in each column along $z$ be parallel, but let neighbouring columns point in opposite directions. A direct sum over the columns then gives a field of $5.35u$ along the dipole at each site, more than the $4.19u$ of the Lorentz term. This alternating pattern sustains itself already at $x=4.19/5.35\approx0.78$. Equation (4) is used here only for $x$ up to $0.33$, well below that value.

### A model dielectric and its density

Take $a=0.400$ nm, a polarizability volume $\alpha/(4\pi\varepsilon_0)=0.00500\ \mathrm{nm^3}$, and $E=1.00\times10^8$ V/m. These are chosen model values. Then

$$x=\frac{4\pi}{3}\,\frac{0.00500}{0.400^3}=0.327,$$

$$E_{\rm loc}=\frac{1.00\times10^8}{1-0.327}\ \mathrm{V/m}=1.49\times10^8\ \mathrm{V/m}.$$

With $\alpha=5.563\times10^{-40}\ \mathrm{C\,m^2/V}$, the dipole is $p=\alpha E_{\rm loc}=8.27\times10^{-32}$ C m. Multiplication by the number density $1.5625\times10^{28}\ \mathrm{m^{-3}}$ gives $P=1.29\times10^{-3}\ \mathrm{C/m^2}$. The Lorentz field is $P/(3\varepsilon_0)=4.86\times10^7$ V/m, which accounts for the excess of $E_{\rm loc}$ over $E$.

The two axial neighbours produce $+4.65\times10^7$ V/m and the four side neighbours $-4.65\times10^7$ V/m. The first number lies near the Lorentz field because $4$ lies near $4\pi/3$. It is not the source of that field, since the side neighbours cancel it.

Equation (4) gives

$$\varepsilon_r=\frac{1+2(0.32725)}{1-0.32725}=2.46 .$$

Let the lattice expand uniformly until its number density is 80 % of the initial value, with $\alpha$ fixed. The lattice constant becomes $0.431$ nm, $x$ falls to $0.262$, and $\varepsilon_r$ falls to $2.06$. The density drops by 20 %, but $\varepsilon_r-1$ drops from $1.459$ to $1.064$, or by 27 %. The reason is the factor $1/(1-x)$ in $\varepsilon_r-1=3x/(1-x)$: fewer dipoles per volume also means a smaller local field on each.

Both permittivities were tested on a slab of 21 layers. Each layer's dipole was found self-consistently from direct layer sums, without (3). The central layer gives $2.4593$ and $2.0639$, in agreement with (4) to the printed digits.

The density calculation keeps every site cubic. Removing sites at random is a different change: a remaining dipole may have an empty site on one side, its inner sum need not vanish, and the induced dipoles are no longer identical. Equation (4) then needs a further averaging assumption. Equation (3) was derived for uniform static polarization and a site deep inside the sample. Charge clouds that overlap their neighbours are outside the point-dipole model. The numerical output below lists the program's results.

## Values computed for the example and the checks

```
Lattice sums; field unit u = p/(4 pi eps0 a^3)
complete shells tested, radius up to 12 a: 121
largest shell field component: 4.4e-16 u
two axial nearest neighbours: +4 u
four side nearest neighbours: -4 u
body centre, largest component: 2.3e-15 u
edge midpoint, dipoles along edge: 30.08 u
tetragonal axial ratio c/a: 1.10
tetragonal site, sphere radius 60 a: -1.08 u
tetragonal inner field from slab: -1.08 u
cavity field / (P/eps0): 0.333333
Elongated boxes, 11 x 11 x 33 and 33 x 33 x 99 cells
small box, direct local field: 3.387450 u
small box, macroscopic field: -0.801339 u
Lorentz field P/(3 eps0): 4.188790 u
small box, remaining error: -4.21e-07 u
large box, remaining error: -5.20e-09 u
power of inverse size in error: 4.000
Infinite slab, dipoles normal to it
own layer: -9.03362 u
one adjacent layer: 0.32746 u
all layers, direct local field: -8.37758 u
predicted -2P/(3 eps0): -8.37758 u
Worked model dielectric
lattice constant: 0.400 nm
polarizability volume: 0.00500 nm^3
macroscopic field E: 1.000e+08 V/m
number density: 1.5625e+28 m^-3
polarizability alpha: 5.5633e-40 C m^2/V
x = alpha/(3 eps0 a^3): 0.32725
induced dipole p: 8.2694e-32 C m
polarization P: 1.2921e-03 C/m^2
two axial neighbours: +4.6451e+07 V/m
four side neighbours: -4.6451e+07 V/m
Lorentz field P/(3 eps0): 4.8643e+07 V/m
local field: 1.4864e+08 V/m
local field / E: 1.4864
relative permittivity: 2.4593
relative permittivity from 21-layer slab: 2.4593
number density after expansion / initial: 0.80
expanded lattice constant: 0.4309 nm
x after expansion: 0.26180
relative permittivity after expansion: 2.0639
expanded lattice, 21-layer slab: 2.0639
```
